# Gigahertz heat waves in silicon and the limit of Fourier's law

When the power fed evenly into a wide, flat silicon surface is modulated at frequency $f$, Fourier's law says that the temperature oscillation dies away with depth $z$ as $e^{-z/L}$, where

$$L=\sqrt{\frac{D}{\pi f}},\qquad D=\frac{k}{C}.$$

Here $k$ is the thermal conductivity, $C$ the heat capacity per unit volume and $D$ the diffusivity. For silicon at room temperature and $f=1$ GHz, $L$ is about 170 nm. In the phonon model used below, about three quarters of the heat in bulk silicon is carried by phonons that travel farther than this between collisions. Fourier's law assumes the opposite, so the 170 nm is an estimate that casts doubt on the law it came from.

Only the oscillating part of the temperature is confined in this way. The average heating spreads much deeper.

## The estimate in two lines

Let $p$ be the amplitude of the heat flux, in watts per unit area, and $\omega=2\pi f$. During a time of order $1/\omega$ the source delivers an energy $p/\omega$ per unit area. If this warms a layer of thickness $\ell$ by $\Delta T$, then

$$\frac{p}{\omega}\approx C\ell\,\Delta T .$$

The same flux must be driven through the layer by the gradient $\Delta T/\ell$, so $p\approx k\,\Delta T/\ell$. Substituting this for $p$ and cancelling $\Delta T$ gives

$$\frac{k}{\omega\ell}\approx C\ell\quad\Rightarrow\quad \ell\approx\sqrt{\frac{D}{\omega}} .$$

With the rough typical values $k=148$ W/(m K) and $C=1.66$ J/(cm³ K),

$$D=\frac{148}{1.66\times10^{6}}\ \mathrm{m^2/s}=0.892\ \mathrm{cm^2/s},$$

and $\ell\approx\sqrt{0.892\times10^{-4}/(6.28\times10^{9})}$ m, or about 120 nm. The scale is settled; the numerical factor needs the full solution.

## The heat wave

Take a half-space $z>0$, with constant $k$ and $C$, heated uniformly over its surface by the flux $p(1+\cos\omega t)$, which never becomes negative. Let $T$ be the temperature rise. Energy balance in a thin slice reads $C\,\partial T/\partial t=-\partial J/\partial z$, and Fourier's law gives the flux $J=-k\,\partial T/\partial z$. Together,

$$\frac{\partial T}{\partial t}=D\,\frac{\partial^2T}{\partial z^2}.$$

The equation is linear, so the steady and oscillating parts of the flux can be treated separately and their temperatures added.

For the oscillating part, once the starting transient has died out, write $T=\mathrm{Re}[\theta(z)e^{i\omega t}]$. The time derivative becomes a factor $i\omega$:

$$\theta''=\frac{i\omega}{D}\,\theta\equiv\sigma^2\theta .$$

Since $(1+i)^2=2i$, the root with positive real part is

$$\sigma=(1+i)\sqrt{\frac{\omega}{2D}}=\frac{1+i}{L},\qquad L=\sqrt{\frac{2D}{\omega}}=\sqrt{\frac{D}{\pi f}} .$$

The solution $e^{+\sigma z}$ grows without limit and is discarded, leaving $\theta=\theta_0e^{-\sigma z}$. At the surface the flux must equal $p$, so $-k\theta'(0)=k\sigma\theta_0=p$ and

$$T=\mathrm{Re}\left[\frac{p}{k\sigma}\,e^{-\sigma z}e^{i\omega t}\right]
=\frac{pL}{\sqrt2\,k}\,e^{-z/L}\cos\!\left(\omega t-\frac zL-\frac\pi4\right).$$

The last form uses $1/(1+i)=e^{-i\pi/4}/\sqrt2$. The surface temperature lags the power by 45°, and each further depth $L$ adds one radian of lag while reducing the amplitude by $e$. The exact $L$ is $\sqrt2$ times the estimate $\ell$.

At 1 GHz,

$$L=\sqrt{\frac{0.892\times10^{-4}}{\pi\times10^{9}}}\ \mathrm m=168.5\ \mathrm{nm}.$$

For a flux amplitude of 1 mW/µm², which is $10^9$ W/m², the surface swing is

$$\frac{pL}{\sqrt2\,k}=\frac{10^9\times168.5\times10^{-9}}{1.414\times148}\ \mathrm K=0.805\ \mathrm K .$$

This is small enough for the change of $k$ and $C$ during a cycle to be ignored. As a test, the heat equation was stepped forward in time from a cold start for 20 periods, with cells of width $L/20$ and 200 steps per period. The decay of the last period's oscillation gave a depth of 168.4 nm and a surface amplitude of 0.805 K.

## The average heating goes deeper

The constant part $p$ of the flux, switched on at $t=0$, behaves differently. Differentiating the heat equation with respect to $z$ shows that $J$ obeys the same diffusion equation. It must equal $p$ at the surface and start from zero inside. The solution is

$$J=p\,\mathrm{erfc}(\eta),\qquad \eta=\frac{z}{2\sqrt{Dt}} .$$

To check it, use $d\,\mathrm{erfc}(\eta)/d\eta=-2e^{-\eta^2}/\sqrt\pi$, together with $\partial\eta/\partial t=-\eta/2t$ and $\partial\eta/\partial z=1/(2\sqrt{Dt})$:

$$\frac{\partial J}{\partial t}=\frac{p\,\eta e^{-\eta^2}}{\sqrt\pi\,t},\qquad
D\frac{\partial^2J}{\partial z^2}=D\,\frac{4p\,\eta e^{-\eta^2}}{\sqrt\pi}\,\frac1{4Dt}=\frac{p\,\eta e^{-\eta^2}}{\sqrt\pi\,t}.$$

The two sides agree. The temperature follows by integrating $-\partial T/\partial z=J/k$ inward from infinity, where $T=0$:

$$T=\frac1k\int_z^\infty J\,dz'=\frac{2p\sqrt{Dt}}{k}\left[\frac{e^{-\eta^2}}{\sqrt\pi}-\eta\,\mathrm{erfc}(\eta)\right].$$

The profile widens as $\sqrt t$ and has no fixed depth. Its surface value, $2p\sqrt{Dt/\pi}/k$, also grows as $\sqrt t$: for $p=10^9$ W/m² it is 10 K after 20 ns and 72 K after 1 µs. On a wide surface this mean rise, not the 0.8 K swing, is what soon ends the assumption of constant $k$ and $C$. After 20 ns, or 20 periods, it falls to $1/e$ of its surface value at 1292 nm, nearly eight times $L$. The time-stepped solution gave the same figure.

## What Fourier's law assumes about phonons

Heat in silicon is carried mainly by phonons. Consider a group of them with heat capacity $c$ per unit volume, speed $v$, lifetime $\tau$ and mean free path $\Lambda=v\tau$. Assume that collisions send phonons off equally in all directions, in numbers set by the local temperature. A phonon passing depth $z$ at an angle whose cosine to the $z$ axis is $\mu$ last collided a distance $s$ back along its track, at depth $z-s\mu$. The probability density of $s$ is $e^{-s/\Lambda}/\Lambda$. Directions are uniformly spread in $\mu$, so the net flux far from any surface is

$$J=\frac{cv}{2}\int_{-1}^{1}\mu\,d\mu\int_0^\infty\frac{ds}{\Lambda}\,e^{-s/\Lambda}\,T(z-s\mu).$$

For the moment the time of flight is ignored. If $T$ is nearly linear over a mean free path, $T(z-s\mu)\approx T(z)-s\mu\,T'(z)$. The first term is odd in $\mu$ after multiplication by $\mu$ and integrates to zero. In the second, the mean of $s$ is $\Lambda$ and $\int_{-1}^1\mu^2d\mu=2/3$, so

$$J=-\frac{cv\Lambda}{3}\,T'(z).$$

This is Fourier's law, with conductivity $cv\Lambda/3$. Its condition is now visible: the temperature gradient must change little over $\Lambda$. In the heat wave the gradient changes over a distance $L$, so the ratio $\Lambda/L$ decides.

## One mean free path is misleading

Suppose that all phonons shared one mean free path, a so-called grey model. With a rough mean sound speed of 6400 m/s,

$$\Lambda=\frac{3k}{Cv}=\frac{3\times148}{1.66\times10^6\times6400}\ \mathrm m=41.8\ \mathrm{nm},$$

about a quarter of $L$. On this evidence Fourier's law looks acceptable at 1 GHz. But the estimate has two faults. It lets the whole heat capacity move at the sound speed, although most of it sits in slower modes, and this makes $\Lambda$ too short. Phonon lifetimes also vary greatly with frequency, so a single average hides the long paths.

A simple spectrum brings them out. Take three equal, isotropic acoustic branches with

$$\omega_q=\omega_m\sin\!\left(\frac{\pi q}{2q_0}\right),\qquad \frac1\tau=A\,\omega_q^2 ,$$

where $q$ is the wavevector. Each branch has one mode per primitive cell. The cubic lattice constant $a=0.543$ nm gives $4/a^3$ primitive cells per unit volume, so $q_0^3/(6\pi^2)=4/a^3$ and $q_0=11.39$ nm⁻¹. The slope at small $q$ must be the sound speed $v_s$, so $\omega_m=2v_sq_0/\pi=46.4$ rad/ps. The group speed is $v=v_s\cos(\pi q/2q_0)$.

There are $3q^2dq/(2\pi^2)$ modes per unit volume between $q$ and $q+dq$. Differentiating the Bose–Einstein energy $\hbar\omega_q/(e^{2y}-1)$, with $y=\hbar\omega_q/2k_BT_0$, gives each mode the heat capacity $c_q=k_B(y/\sinh y)^2$. Here $T_0=300$ K is the absolute temperature. Summing $c_qv^2\tau/3$ over the modes,

$$k=\frac1{2\pi^2}\int_0^{q_0}q^2\,c_q\,\frac{v^2}{A\,\omega_q^2}\,dq .$$

Requiring $k=148$ W/(m K) fixes the one free constant, $A=2.94\times10^{-17}$ s. The mean free path then follows for every mode, and the integral can be restricted to those with $\Lambda>L$. The result at 1 GHz is:

- 10.1% of the acoustic modes have $\Lambda>L$.
- Those modes carry 74.3% of the heat.
- Half of the heat is carried by phonons with $\Lambda$ above 476 nm, which is $2.83L$.

A separate sum over a three-dimensional mesh of wavevectors, using the $z$ component of each velocity, also gave a heat share of 74.3%.

The position of the dividing line can be checked by hand. The number of modes below $q$ grows as $q^3$, so 10.1% of them corresponds to $q/q_0=0.101^{1/3}=0.466$. There $\omega_q=46.4\sin(0.732)=31.0$ rad/ps and $v=6400\cos(0.732)=4760$ m/s, so

$$\Lambda=\frac{v}{A\omega_q^2}=\frac{4760}{2.94\times10^{-17}\times(3.10\times10^{13})^2}\ \mathrm m\approx168\ \mathrm{nm},$$

as it should be. Paths longer than $L$ are therefore the majority when weighted by the heat they carry, and a small minority if one merely counts modes.

The reason is a cancellation. At small $q$ the number of modes falls as $q^2$, but the lifetime rises as $1/\omega_q^2\propto1/q^2$. Equal intervals of $q$ thus contribute equally to $k$, however long the mean free paths become. This also gives a low-frequency law. At small $q$, $\Lambda\approx1/(Av_sq^2)$, so the condition $\Lambda>L$ selects $q<q_L$ with $q_L\propto L^{-1/2}$. The heat share is proportional to $q_L$, and since $L\propto f^{-1/2}$,

$$\text{heat share with }\Lambda>L\ \propto\ f^{1/4}.$$

The full integral gives 16.0% at 1 MHz and 28.0% at 10 MHz, a ratio of 1.75 against $10^{1/4}=1.78$. At 100 MHz the share is 47.6%, and at 10 GHz, where $L$ is 53 nm, it is 94.9%. The growth slows as the share approaches its ceiling. In this model there is no sharp frequency at which Fourier's law stops working; its basis erodes gradually.

## How large is the error?

The flux integral can be evaluated without assuming a nearly linear temperature. Take $T=T_1\sin(\kappa z)$ and write

$$\sin(\kappa z-\kappa s\mu)=\sin\kappa z\cos\kappa s\mu-\cos\kappa z\sin\kappa s\mu .$$

The first term is even in $\mu$ and vanishes after multiplication by $\mu$ and integration. For the second, set $x=\kappa\Lambda$ and $s=\Lambda r$, and use $\int_0^\infty e^{-r}\sin(\alpha r)\,dr=\alpha/(1+\alpha^2)$ with $\alpha=x\mu$:

$$J=-cvT_1\cos\kappa z\int_0^1\frac{x\mu^2}{1+x^2\mu^2}\,d\mu .$$

Fourier's law would give $-(cv\Lambda/3)\,\kappa T_1\cos\kappa z=-(cvx/3)\,T_1\cos\kappa z$. The ratio of the true flux to the Fourier flux is therefore

$$S(x)=3\int_0^1\frac{\mu^2\,d\mu}{1+x^2\mu^2}=\frac3{x^2}\left(1-\frac{\arctan x}{x}\right),$$

where the last step uses $\mu^2/(1+x^2\mu^2)=[1-1/(1+x^2\mu^2)]/x^2$.

For short paths, $S\approx1-3x^2/5$, and Fourier's law is recovered. For long paths, $S\approx3/x^2$: such phonons sample many hot and cold regions, and the flux is far below what their bulk conductivity promises.

Now choose $\kappa=1/L$, so that $x=\Lambda/L$. The grey model has $x=0.248$ and $S=0.965$, an error of only a few per cent. Weighting $S$ by each mode's share of the conductivity gives 0.341 for the full spectrum. The flux is then about one third of the Fourier value at the same temperature profile.

This number holds for an undamped sine far from any surface and should not be inserted into $L$ as a corrected conductivity. The heat wave found earlier is damped, with the complex decay constant $(1+i)/L$, and it sits against a surface, which the flux integral ignores. A lower flux would also change the profile, and with it $S$ itself. A device prediction needs the phonon transport equation solved with its actual boundaries.

## At 1 GHz, length fails before time

Fourier's law also assumes that phonons respond instantly, which requires $\omega\tau\ll1$. The two conditions are linked by

$$\frac{\Lambda/L}{\omega\tau}=\frac{v\tau/L}{\omega\tau}=\frac{v}{\omega L}.$$

With the sound speed this is 6.05 at 1 GHz. At this frequency, for carriers with speeds near that of sound, the path becomes comparable with $L$ well before the lifetime becomes comparable with $1/\omega$. The ratio equals $v/\sqrt{4\pi Df}$, so it falls as $f^{-1/2}$ and reaches 1 near 37 GHz for the sound speed, and sooner for slower phonons; above that the order is reversed. At the heat-weighted median, $\Lambda/L=2.83$ while $\omega\tau=0.520$, with a lifetime of about 83 ps.

To include the delay, note that a phonon arriving from a distance $s$ left a time $s/v$ earlier. For a temperature varying as $e^{i\omega t}$ this adds a factor $e^{-i\omega s/v}=e^{-i\omega\tau r}$. The exponential $e^{-r}$ becomes $e^{-br}$ with $b=1+i\omega\tau$, and the inner integral becomes $\alpha/(b^2+\alpha^2)$. Hence

$$S=3\int_0^1\frac{\mu^2\,d\mu}{b^2+x^2\mu^2}=\frac3{x^2}\left(1-\frac bx\arctan\frac xb\right).$$

The average of this complex $S$ over the spectrum has modulus 0.337, against 0.341 without delay. At 1 GHz and wavenumber $1/L$, adding the delay to the effect of the long paths hardly changes the size of the flux, though it does shift its phase. This does not make the delay negligible by itself. For $x\to0$, where the path length plays no part, $S=1/b^2$, and at the median $\omega\tau=0.520$ its modulus is $1/(1+0.520^2)=0.79$. This compares the flux with the gradient of the temperature that sets the emission in collisions. The group's own energy lags that temperature by a factor $1/b$, and measured against its gradient the ratio is $1/b$, of modulus 0.89. The two reductions overlap, because phonons with long lifetimes also tend to have long paths, and they do not simply multiply.

## How firm are the phonon numbers?

The scattering law and the dispersion are the weak points. Each alternative below was refitted to the same bulk $k$, with $L$ held at its 1 GHz value.

- With $1/\tau\propto\omega_q^{1.5}$, the heat share is 72.7% and the flux ratio 0.403.
- With $1/\tau\propto\omega_q^{2.5}$, they are 79.9% and 0.245.
- With $1/\tau\propto\omega_q^2$ but a linear dispersion $\omega_q=v_sq$, they are 41.2% and 0.616.

The linear dispersion keeps short-wave phonons moving at full sound speed up to $q_0$, so they take a larger part of the fixed total. The sine dispersion slows them to rest there, as a lattice tends to do, and is closer to a real crystal in this respect. The linear case still shows that "three quarters" belongs to the model. The safer statement is that a substantial part of the heat, from about 40% to 80% in these four models, travels on paths longer than $L$.

The models give the optical branches no part in heat transport. The acoustic branches hold 0.94 of the total 1.66 J/(cm³ K). Using only that part in the grey estimate raises $\Lambda$ from 41.8 to about 74 nm. Replacing the sound speed as well by the group speed averaged over the heat capacity, about 2360 m/s for the sine dispersion, raises it to about 200 nm, above $L$, where $S$ is 0.57. Much of the gap between the grey and spectral results therefore comes from the speed and heat capacity used in the grey estimate, and the rest from the spread of paths. Differences between branches, crystal anisotropy and scattering by dopants and surfaces are also left out.

## Beside a real chip

The inputs are rough values for pure bulk silicon, and 1 GHz is within the range of processor clocks. The flux of 1 mW/µm² equals $10^5$ W/cm². That is far above a processor's average, roughly 100 W/cm², and stands for the local heating at a small active region; $L$ does not depend on it. Such a region also breaks the assumption of a wide plane source. For a long line source, modelled as a half-cylinder of radius 50 nm, the wave equation becomes $\theta''+\theta'/r=\sigma^2\theta$, with $r$ now the distance from the axis. Its decaying solution is the modified Bessel function $K_0(\sigma r)$. The amplitude then falls by $e$ within 94 nm of the source edge, because the heat also spreads sideways. This is again a Fourier result, and a less secure one: in the phonon model 87% of the heat travels on paths longer than 94 nm. Warming to 400 K changes the depth less than this narrow source does: with the rough values $k=100$ W/(m K) and $C=1.83$ J/(cm³ K), the plane-source depth is 132 nm. Thin or heavily doped silicon conducts less well, which shortens the Fourier depth as $\sqrt k$, but it also shortens the phonon paths, so the bulk heat shares above do not carry over to it. Oxide layers and interfaces need their own treatment.

The numerical output lists the values used here.

## Values computed for the example and the checks

```
INPUTS (rough typical silicon values)
temperature: 300 K
conductivity k: 148 W/(m K)
heat capacity C: 1.66 J/(cm^3 K)
mean sound speed: 6400 m/s
lattice constant: 0.543 nm
modulation frequency: 1.0 GHz
flux amplitude: 1.0 mW/um^2
FOURIER RESULT
diffusivity D: 0.892 cm^2/s
penetration depth L, formula: 168.5 nm
penetration depth L, simulated: 168.4 nm
surface swing amplitude, formula: 0.805 K
surface swing amplitude, simulated: 0.805 K
surface phase lag, formula: 45.0 deg
elapsed time for steady part: 20 ns
steady 1/e depth, formula: 1292 nm
steady 1/e depth, simulated: 1292 nm
PHONON MEAN FREE PATHS
zone-edge wavevector q0: 11.39 1/nm
top angular frequency: 46.4 rad/ps
fitted scattering constant A: 2.939e-17 s
acoustic heat capacity: 0.94 J/(cm^3 K)
grey mean free path: 41.8 nm
grey path / L: 0.248
heat-weighted median path: 476 nm
median path / L: 2.83
median phonon lifetime: 82.8 ps
median omega*lifetime: 0.520
sound speed/(omega L): 6.05
acoustic modes with path > L: 10.1 %
heat carried with path > L: 74.3 %
same heat share, 3D mesh sum: 74.3 %
FLUX / FOURIER FLUX at wavenumber 1/L
grey phonons: 0.965
full spectrum: 0.341
full spectrum with time delay, modulus: 0.337
OTHER PHONON MODELS: heat share with path > L; flux ratio
exponent 1.5: 72.7 %; 0.403
exponent 2.5: 79.9 %; 0.245
linear dispersion: 41.2 %; 0.616
FREQUENCY TABLE: depth L; heat share with path > L
1 MHz: 5327.2 nm; 16.0 %
10 MHz: 1684.6 nm; 28.0 %
100 MHz: 532.7 nm; 47.6 %
1000 MHz: 168.5 nm; 74.3 %
10000 MHz: 53.3 nm; 94.9 %
OTHER NEGLECTED EFFECTS
400 K inputs: k 100 W/(m K), C 1.83 J/(cm^3 K)
depth L at 400 K: 131.9 nm
line source radius: 50 nm
1/e distance beyond line source: 94.1 nm
```
